# Proton-transfer barriers and the Brønsted slope in ligand exchange: a program that tests the result

```python
"""Proton-transfer barrier from two parabolic diabatic states.

Result under test: for reactant energy V1 and product energy V2 of equal
curvature, the barrier is B = (L + dE)^2 / (4 L) when |dE| < L, and the
Bronsted slope dB/d(dE) is (1 + dE/L)/2 when L is fixed, so 1/2 at dE = 0.
L  : energy of the reactant state at the product minimum, above its own minimum
dE : product minimum minus reactant minimum of the diabatic states
W  : constant coupling between the two states
Energies in hartree, lengths in bohr, temperature in kelvin.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.ndimage import label
from scipy.optimize import brentq, minimize, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
KELVIN_HARTREE = physical_constants["kelvin-hartree relationship"][0]

L = 0.12
distance = 2.0
force = 2 * L / distance**2
dE_example = -0.024
W = 0.015
temperature = 500.0
kT = temperature * KELVIN_HARTREE
step = 1e-4


def marcus(dE, reorg=L):
    return (reorg + dE) ** 2 / (4 * reorg)


def crossing(dE, k1=force, k2=force, d=distance):
    """Position and energy of the crossing, found by root search."""
    def gap(x):
        return 0.5 * k1 * x**2 - 0.5 * k2 * (x - d) ** 2 - dE
    x = brentq(gap, 0.0, d, xtol=1e-14)
    return x, 0.5 * k1 * x**2


def slope(function, at):
    return (function(at + step) - function(at - step)) / (2 * step)


print(f"Reorganization energy L = {L:.3f} hartree")
print(f"Distance between minima = {distance:.2f} bohr")
print(f"Force constant = {force:.4f} hartree/bohr^2")

# One dimension: barrier, slope, crossing position and reverse barrier.
print("Series at fixed L: dE (hartree), barrier (hartree), slope")
for dE in (-0.048, -0.024, 0.0, 0.024, 0.048):
    x_cross, barrier = crossing(dE)
    alpha = slope(lambda e: crossing(e)[1], dE)
    assert abs(barrier - marcus(dE)) < 1e-12
    assert abs(alpha - 0.5 * (1 + dE / L)) < 1e-8
    assert abs(alpha - x_cross / distance) < 1e-8
    assert abs((barrier - dE) - (L - dE) ** 2 / (4 * L)) < 1e-12
    print(f"  {dE:+.3f}  {barrier:.5f}  {alpha:.4f}")

x_example, B_example = crossing(dE_example)
B_neutral = crossing(0.0)[1]
linear_guess = B_neutral + 0.5 * dE_example
second = (crossing(step * 10)[1] - 2 * B_neutral
          + crossing(-step * 10)[1]) / (step * 10) ** 2
assert abs(second - 1 / (2 * L)) < 1e-6
print(f"Thermoneutral barrier = {B_neutral:.5f} hartree"
      f" = {B_neutral * HARTREE_EV:.3f} eV")
print(f"Example dE = {dE_example:.3f} hartree")
print(f"Example crossing position = {x_example:.4f} bohr")
print(f"Example barrier = {B_example:.5f} hartree"
      f" = {B_example * HARTREE_EV:.3f} eV")
print(f"Example reverse barrier = {B_example - dE_example:.5f} hartree")
print(f"Barrier extrapolated with slope 1/2 = {linear_guess:.5f} hartree")
print(f"Extrapolation error = {linear_guess - B_example:.5f} hartree")
print(f"Curvature of barrier in dE = {second:.4f} 1/hartree")

# Two dimensions: seam minimum, and the lowest pass found by flooding a grid.
K = np.array([[0.06, 0.02], [0.02, 0.08]])
D = np.array([1.0, 0.5])
D = D * np.sqrt(2 * L / (D @ K @ D))


def quadratic(x, y):
    return 0.5 * (K[0, 0] * x * x + 2 * K[0, 1] * x * y + K[1, 1] * y * y)


def scaled_gap(q):
    return (quadratic(q[0] - D[0], q[1] - D[1]) + dE_example
            - quadratic(q[0], q[1])) / L


seam = minimize(lambda q: quadratic(q[0], q[1]) / L, [0.9, -0.2],
                method="SLSQP", constraints={"type": "eq", "fun": scaled_gap},
                options={"ftol": 1e-14, "maxiter": 200})
B_seam = seam.fun * L
assert abs(scaled_gap(seam.x)) < 1e-7
assert abs(B_seam - marcus(dE_example)) < 1e-7

spacing = 0.0025
gx = np.arange(-0.6, 2.2, spacing)
gy = np.arange(-0.6, 1.4, spacing)
X, Y = np.meshgrid(gx, gy, indexing="ij")
lower = np.minimum(quadratic(X, Y),
                   quadratic(X - D[0], Y - D[1]) + dE_example)
reactant = (np.argmin(abs(gx)), np.argmin(abs(gy)))
product = (np.argmin(abs(gx - D[0])), np.argmin(abs(gy - D[1])))
dry, wet = 0.005, 0.05
for _ in range(13):
    level = 0.5 * (dry + wet)
    pools, _count = label(lower <= level, structure=np.ones((3, 3)))
    if pools[reactant] == pools[product]:
        wet = level
    else:
        dry = level
B_flood = 0.5 * (dry + wet)
# The pass is a cusp: one grid step changes the energy there by up to 3e-4.
assert abs(B_flood - marcus(dE_example)) < 3e-4
print(f"2D model: product minimum at ({D[0]:.4f}, {D[1]:.4f}) bohr")
print(f"2D seam minimum = {B_seam:.5f} hartree")
print(f"2D pass by flooding = {B_flood:.4f} hartree")

# Range of validity: scan of the lower curve from reactant to product.
line = np.linspace(0.0, distance, 200001)


def scanned_barrier(dE):
    curve = np.minimum(0.5 * force * line**2,
                       0.5 * force * (line - distance) ** 2 + dE)
    return curve.max() - curve[0]


inside, outside = -0.10, -0.15
assert abs(scanned_barrier(inside) - marcus(inside)) < 2e-6
assert scanned_barrier(outside) < 1e-14 and marcus(outside) > 1e-3
print(f"dE = {inside:.2f} hartree: scanned barrier"
      f" = {scanned_barrier(inside):.5f} hartree")
print(f"dE = {outside:.2f} hartree: scanned barrier"
      f" = {scanned_barrier(outside):.5f} hartree")
print(f"dE = {outside:.2f} hartree: formula, not valid here,"
      f" = {marcus(outside):.5f} hartree")

# L that drifts along the series, at fixed force constant.
drift = 0.4


def drifting_barrier(dE):
    return crossing(dE, d=np.sqrt(2 * (L + drift * dE) / force))[1]


slope_drift = slope(drifting_barrier, 0.0)
assert abs(slope_drift - (0.5 + drift / 4)) < 1e-6
L_there = L + drift * dE_example
ratio = dE_example / L_there
assert abs(slope(drifting_barrier, dE_example)
           - (0.5 * (1 + ratio) + 0.25 * (1 - ratio**2) * drift)) < 1e-6
print(f"Drift dL/d(dE) = {drift:.2f}: thermoneutral slope = {slope_drift:.4f}")

# Unequal curvatures.
k_product = 1.5 * force
slope_unequal = slope(lambda e: crossing(e, k2=k_product)[1], 0.0)
assert abs(slope_unequal - np.sqrt(force)
           / (np.sqrt(force) + np.sqrt(k_product))) < 1e-6
print(f"Product force constant = {k_product:.4f} hartree/bohr^2:"
      f" thermoneutral slope = {slope_unequal:.4f}")


# Coupled states: stationary points of the lowest eigenvalue.
def ground(x, dE):
    v1 = 0.5 * force * x**2
    v2 = 0.5 * force * (x - distance) ** 2 + dE
    return np.linalg.eigvalsh([[v1, W], [W, v2]])[0]


def extremum(sign, low, high, dE):
    found = minimize_scalar(lambda x: sign * ground(x, dE), method="bounded",
                            bounds=(low * distance, high * distance),
                            options={"xatol": 1e-10})
    return sign * found.fun


def adiabatic_barrier(dE):
    return extremum(-1, 0.25, 0.75, dE) - extremum(1, -0.5, 0.4, dE)


def adiabatic_reaction(dE):
    return extremum(1, 0.6, 1.5, dE) - extremum(1, -0.5, 0.4, dE)


B_coupled = adiabatic_barrier(0.0)
slope_offset = slope(adiabatic_barrier, 0.0)
slope_reaction = slope(adiabatic_reaction, 0.0)
mixing = np.sqrt(1 - 4 * W**2 / L**2)
assert abs(B_coupled - (L - 2 * W) ** 2 / (4 * L)) < 1e-10
assert abs(slope_offset - 0.5 * mixing) < 1e-6
assert abs(slope_reaction - mixing) < 1e-6
assert abs(slope_offset / slope_reaction - 0.5) < 1e-6
print(f"Coupling W = {W:.3f} hartree")
print(f"Coupled thermoneutral barrier = {B_coupled:.6f} hartree"
      f" = {B_coupled * HARTREE_EV:.3f} eV")
print(f"Coupled slope against diabatic dE = {slope_offset:.4f}")
print(f"Rate of change of true reaction energy with dE = {slope_reaction:.4f}")
print(f"Coupled slope against true reaction energy"
      f" = {slope_offset / slope_reaction:.4f}")


# Classical transition-state theory with integrated well populations.
def log_rate_and_equilibrium(dE):
    """ln k (without the common velocity factor) and ln K_eq."""
    x, energy = crossing(dE)
    q_reactant = quad(lambda y: np.exp(-0.5 * force * y**2 / kT),
                      -2.0, x, points=[0.0], epsabs=0, epsrel=1e-11)[0]
    q_product = quad(lambda y: np.exp(-0.5 * force * (y - distance)**2 / kT),
                     x, distance + 2.0, points=[distance],
                     epsabs=0, epsrel=1e-11)[0]
    log_k = -energy / kT - np.log(q_reactant)
    log_K = -dE / kT + np.log(q_product / q_reactant)
    return np.array([log_k, log_K])


thermal_slopes = []
for dE in (0.0, dE_example):
    change = (log_rate_and_equilibrium(dE + step)
              - log_rate_and_equilibrium(dE - step))
    thermal_slopes.append(change[0] / change[1])
    assert abs(thermal_slopes[-1] - 0.5 * (1 + dE / L)) < 1e-5
gain = np.exp(log_rate_and_equilibrium(dE_example)[0]
              - log_rate_and_equilibrium(0.0)[0])
gain_linear = np.exp(-0.5 * dE_example / kT)
assert abs(gain / np.exp((B_neutral - B_example) / kT) - 1) < 1e-3
print(f"Temperature = {temperature:.0f} K, kT = {kT:.6f} hartree")
print(f"d ln k / d ln K_eq at dE = 0: {thermal_slopes[0]:.4f}")
print(f"d ln k / d ln K_eq at example dE: {thermal_slopes[1]:.4f}")
print(f"Rate gain of example over thermoneutral = {gain:.0f} (ratio)")
print(f"Rate gain predicted with slope 1/2 = {gain_linear:.0f} (ratio)")

print("success")
```

Running it gives:

```
Reorganization energy L = 0.120 hartree
Distance between minima = 2.00 bohr
Force constant = 0.0600 hartree/bohr^2
Series at fixed L: dE (hartree), barrier (hartree), slope
  -0.048  0.01080  0.3000
  -0.024  0.01920  0.4000
  +0.000  0.03000  0.5000
  +0.024  0.04320  0.6000
  +0.048  0.05880  0.7000
Thermoneutral barrier = 0.03000 hartree = 0.816 eV
Example dE = -0.024 hartree
Example crossing position = 0.8000 bohr
Example barrier = 0.01920 hartree = 0.522 eV
Example reverse barrier = 0.04320 hartree
Barrier extrapolated with slope 1/2 = 0.01800 hartree
Extrapolation error = -0.00120 hartree
Curvature of barrier in dE = 4.1667 1/hartree
2D model: product minimum at (1.5492, 0.7746) bohr
2D seam minimum = 0.01920 hartree
2D pass by flooding = 0.0191 hartree
dE = -0.10 hartree: scanned barrier = 0.00083 hartree
dE = -0.15 hartree: scanned barrier = 0.00000 hartree
dE = -0.15 hartree: formula, not valid here, = 0.00187 hartree
Drift dL/d(dE) = 0.40: thermoneutral slope = 0.6000
Product force constant = 0.0900 hartree/bohr^2: thermoneutral slope = 0.4495
Coupling W = 0.015 hartree
Coupled thermoneutral barrier = 0.016875 hartree = 0.459 eV
Coupled slope against diabatic dE = 0.4841
Rate of change of true reaction energy with dE = 0.9682
Coupled slope against true reaction energy = 0.5000
Temperature = 500 K, kT = 0.001583 hartree
d ln k / d ln K_eq at dE = 0: 0.5000
d ln k / d ln K_eq at example dE: 0.4000
Rate gain of example over thermoneutral = 917 (ratio)
Rate gain predicted with slope 1/2 = 1956 (ratio)
success
```
